# The Upper Bound on the PAW Occupancy Matrix, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The bound and why it cannot be lowered

Confine a hydrogen atom by a hard spherical wall of radius 3 bohr and treat its one electron by the projector augmented-wave (PAW) method with a single normalised 1s partial wave. The occupancy matrix is then a single number, and with the dataset of section 11 (sphere radius 1 bohr) it comes out as 1.357; its exact value depends on the sphere radius and the projector. With the wall at 2 bohr and a 2s partial wave added, one element of the matrix is 18.99, still for one electron. Read as occupations of a spin orbital, these numbers would break the Pauli principle, because the one-particle density matrix of fermions has its eigenvalues between 0 and 1. Acting on that reading does damage. A ceiling of one imposed on the eigenvalues would reject or alter a correct solution. An expression of the form $\rho(1-\rho)$, which is non-negative for a true occupation and measures its distance from an integer, gives $1.357\times(-0.357)=-0.484$. Both numbers are nevertheless correct, and Part II shows how they arise. The ceiling on the occupancy matrix is the matrix $G_{ij}=\langle p_i|S^{-1}|p_j\rangle$, not the unit matrix.

Three things must be added before the claim "the bound is $G$, so eigenvalues may exceed one" is true. The overlap operator $S$ must be positive definite. The bound must be attained, since an upper bound above one allows values above one but does not show that they occur. And $G$ must have an eigenvalue above one, which depends on how the partial waves are normalised.

### 1. Conventions

Hartree atomic units are used, and one spin channel is treated until section 10. Around an atom lies an augmentation sphere $\Omega$. There are $n_p$ all-electron partial waves $\phi_i$ and smooth pseudo partial waves $\tilde\phi_i$, equal to each other outside $\Omega$. The projectors $p_i$ vanish outside $\Omega$ and are dual to the pseudo partial waves,
$$\langle p_i|\tilde\phi_j\rangle=\delta_{ij}.$$
Duality makes the projectors linearly independent: if $\sum_i c_i p_i=0$, the scalar product with $\tilde\phi_j$ gives $c_j=0$. Four Hermitian $n_p\times n_p$ matrices are needed:
$$W_{ij}=\langle\phi_i|\phi_j\rangle_\Omega,\quad \tilde W_{ij}=\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega,\quad q=W-\tilde W,\quad O_{ij}=\langle p_i|p_j\rangle,$$
where the subscript $\Omega$ restricts the integral to the sphere. $O$ is positive definite because $c^\dagger Oc=\|\sum_jc_jp_j\|^2>0$ for $c\neq0$. For a column vector $c$, the symbol $|pc\rangle$ means $\sum_j|p_j\rangle c_j$, and for a matrix $A$ the functions $pA$ are $(pA)_j=\sum_kp_kA_{kj}$. For Hermitian matrices, $A\le B$ means $c^\dagger Ac\le c^\dagger Bc$ for every $c$.

The all-electron state is built from the pseudo state by $\psi=\tilde\psi+\sum_i\Delta_i\langle p_i|\tilde\psi\rangle$ with $\Delta_i=\phi_i-\tilde\phi_i$, which vanishes outside $\Omega$. Take two pseudo states $\tilde\psi_a,\tilde\psi_b$ with coefficients $a_i=\langle p_i|\tilde\psi_a\rangle$, $b_i=\langle p_i|\tilde\psi_b\rangle$, and suppose that inside $\Omega$ they equal their partial-wave expansions, $\tilde\psi_a=\sum_i\tilde\phi_ia_i$ and likewise for $b$. Then inside $\Omega$ the all-electron states are $\sum_i\phi_ia_i$ and $\sum_i\phi_ib_i$, outside they equal the pseudo states, and
$$\langle\psi_a|\psi_b\rangle=\langle\tilde\psi_a|\tilde\psi_b\rangle-a^\dagger\tilde Wb+a^\dagger Wb=\langle\tilde\psi_a|S|\tilde\psi_b\rangle,$$
$$S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|.$$
The first equality removes the pseudo overlap inside the sphere and puts the all-electron one in its place. With a finite set of partial waves the expansion is not complete for a general state, and PAW then takes this $S$ as the definition of the norm. So does everything below; completeness of the partial waves is assumed again in section 9 and is marked there. The pseudo states solve $\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n$ and are normalised by $\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}$. With occupations $0\le f_n\le1$ the occupancy matrix is
$$\rho_{ij}=\sum_nf_n\langle p_i|\tilde\psi_n\rangle\langle\tilde\psi_n|p_j\rangle .$$
The opposite index order defines $\rho^T$, which is bounded by $G^T$ and has the same eigenvalues; for complex matrices the order of indices in $\rho$ and $G$ must match.

### 2. One projector, one state

Let $n_p=1$, so that $W,q,O$ are numbers, and let one state be fully occupied. Acting on the projector,
$$S|p\rangle=|p\rangle+|p\rangle q\langle p|p\rangle=(1+qO)|p\rangle,$$
and on any $w$ orthogonal to $p$, $Sw=w$. The spectrum of $S$ is $\{1,\,1+qO\}$, and $S>0$ means $1+qO>0$. Split the state along $p$ and orthogonal to it, $\tilde\psi=\alpha\,p/\sqrt O+\beta w$ with $\langle w|w\rangle=1$ and $\langle p|w\rangle=0$. The two pieces are orthonormal eigenvectors of $S$, so the normalisation reads
$$|\alpha|^2(1+qO)+|\beta|^2=1 .$$
The projection is $\langle p|\tilde\psi\rangle=\alpha O/\sqrt O=\alpha\sqrt O$, so $\rho=|\alpha|^2O$. When $1+qO>0$ the normalisation gives $|\alpha|^2=(1-|\beta|^2)/(1+qO)$, hence
$$\rho=(1-|\beta|^2)\,G\le G,\qquad G=\frac{O}{1+qO}=\frac1{O^{-1}+q}.$$
Since $S^{-1}p=p/(1+qO)$, this $G$ is $\langle p|S^{-1}|p\rangle$. Equality holds at $\beta=0$, for the state proportional to $p$. The factor $1-|\beta|^2=\rho/G$ lies between 0 and 1 and is the quantity that behaves like an occupation.

Four limits probe the formula. For $q=0$, the norm-conserving case, $G=O$ and the bound is the Cauchy–Schwarz inequality $|\langle p|\tilde\psi\rangle|^2\le\langle p|p\rangle\langle\tilde\psi|\tilde\psi\rangle$; it equals one if $p$ is a normalised function, and $\rho$ is then an ordinary orbital occupation. Duality gives $1=|\langle p|\tilde\phi\rangle_\Omega|^2\le O\tilde W$, so this case needs $W=\tilde W\ge1$ and cannot occur for a bound wave normalised over all space. For $q\gg O^{-1}$, $G\to1/q$, which agrees with a direct argument: the norm is $\langle\tilde\psi|\tilde\psi\rangle+q\rho=1$, so $q\rho\le1$. For $q\to-O^{-1}$ from above, $G$ diverges, because the direction $p$ then costs no norm. Beyond that point, for $1+qO<0$, no bound exists. The choice $\beta=\cosh\theta$, $\alpha=\sinh\theta/\sqrt{|1+qO|}$ satisfies the normalisation, $-\sinh^2\theta+\cosh^2\theta=1$, and gives $\rho=O\sinh^2\theta/|1+qO|$, which grows without limit while the formal value of $G$ is negative. Positivity of $S$ is therefore a needed assumption.

One trial state already places $G$. Let $\phi$ be a bound state normalised over all space, with weight $W$ inside the sphere and $1-W$ outside. Its pseudo partner has $\langle\tilde\phi|S|\tilde\phi\rangle=(1-W)+\tilde W+q=1$, where duality gave $\langle p|\tilde\phi\rangle=1$, and it has $\rho=1$. It is an allowed state, so $G\ge1$. It has a tail outside the sphere, where $p$ vanishes, so it is not proportional to $p$; hence $\beta\ne0$ and $G>1$. The value $\rho=1$ marks the reference atom, not a ceiling.

### 3. One projector, many states

With many occupied states the contributions $f_n|\langle p|\tilde\psi_n\rangle|^2$ add up, and only orthogonality keeps the sum finite. When $S>0$, the form $(a,b)_S=\langle a|S|b\rangle$ is a scalar product: it is Hermitian, and $(a,a)_S>0$ for $a\ne0$. The states are orthonormal in it. Define $u=S^{-1}p$. Then
$$(\tilde\psi_n,u)_S=\langle\tilde\psi_n|SS^{-1}|p\rangle=\langle\tilde\psi_n|p\rangle\equiv g_n,\qquad (u,u)_S=\langle p|S^{-1}SS^{-1}|p\rangle=G .$$
The projections are the expansion coefficients of one fixed function $u$ in an orthonormal set. Consider the remainder $\delta=u-\sum_n\tilde\psi_ng_n$ and expand its squared norm:
$$(\delta,\delta)_S=(u,u)_S-\sum_ng_n(u,\tilde\psi_n)_S-\sum_ng_n^*(\tilde\psi_n,u)_S+\sum_{nm}g_n^*g_m(\tilde\psi_n,\tilde\psi_m)_S .$$
Because $(u,\tilde\psi_n)_S=g_n^*$, each of the two middle sums is $\sum_n|g_n|^2$, and orthonormality reduces the last to the same sum. Therefore $(\delta,\delta)_S=G-\sum_n|g_n|^2\ge0$, which is Bessel's inequality in the $S$ metric. It holds for any finite number of states, and so for the limit of the partial sums. With $0\le f_n\le1$,
$$0\le\rho=\sum_nf_n|g_n|^2\le\sum_n|g_n|^2\le G .$$
The gap has two non-negative parts,
$$G-\rho=\sum_n(1-f_n)|g_n|^2+(\delta,\delta)_S .$$
The first comes from states that are not full, the second from states missing in the set. The proof used neither $\tilde H$ nor completeness of the states.

Two limits. For a single full state $\tilde\psi=\alpha p/\sqrt O+\beta w$ the gap is $G-|g|^2=G-|\alpha|^2O=|\beta|^2G$, as in section 2. For a complete set with all $f_n=1$ both parts vanish and $\rho=G$, which is the closure relation $\sum_n|\tilde\psi_n\rangle\langle\tilde\psi_n|=S^{-1}$ taken between two projectors. The bound does not grow with the number of electrons.

### 4. Many projectors: when $S$ is positive, and what $G$ is

The projectors are not orthogonal, so the spectrum of $S$ is found in an orthonormalised set. Write $O=LL^\dagger$ (the Cholesky factorisation, $L$ invertible since $O>0$) and define $e=pL^{-\dagger}$, where $L^{-\dagger}=(L^\dagger)^{-1}$. Their overlap matrix is $L^{-1}OL^{-\dagger}=L^{-1}LL^\dagger L^{-\dagger}=1$. Inserting $p=eL^\dagger$,
$$S=1+\sum_{kl}|e_k\rangle(L^\dagger qL)_{kl}\langle e_l| .$$
On functions orthogonal to all projectors $S$ acts as 1; on their span it is the matrix $1+L^\dagger qL$. Since $O^{-1}=L^{-\dagger}L^{-1}$, one has $L^\dagger O^{-1}L=1$ and
$$1+L^\dagger qL=L^\dagger(O^{-1}+q)L .$$
For $d\neq0$ and $c=Ld\ne0$, $d^\dagger(1+L^\dagger qL)d=c^\dagger(O^{-1}+q)c$, and every $c$ arises from some $d$. Hence $S>0$ if and only if $O^{-1}+q>0$. The matrix $q$ itself may have negative eigenvalues.

For the closed form, act on one projector:
$$S|p_k\rangle=|p_k\rangle+\sum_{ij}|p_i\rangle q_{ij}O_{jk}=\sum_i|p_i\rangle M_{ik},\qquad M=1+qO=(O^{-1}+q)O .$$
$M$ is a product of two invertible matrices, with $M^{-1}=O^{-1}(O^{-1}+q)^{-1}$. Applying $S^{-1}$ to $Sp=pM$ and multiplying by $M^{-1}$ from the right gives $S^{-1}p=pM^{-1}$. Then
$$G_{ij}=\langle p_i|S^{-1}|p_j\rangle=\sum_kO_{ik}(M^{-1})_{kj},\qquad G=OO^{-1}(O^{-1}+q)^{-1}=(O^{-1}+q)^{-1}.$$
$G$ is Hermitian and positive definite, and it is fixed by the partial waves and projectors, with no reference to the Hamiltonian. For $n_p=1$ it is the number of section 2. For $q=0$ it is $O$. To first order in $q$, $S^{-1}\simeq1-\sum|p_i\rangle q_{ij}\langle p_j|$ gives $G\simeq O-OqO$, which is also the first-order expansion of $O(1+qO)^{-1}$.

### 5. The matrix bound

Take any complex vector $c$ and repeat section 3 with $p$ replaced by $|pc\rangle$. Set $u=S^{-1}|pc\rangle$ and $g_n=(\tilde\psi_n,u)_S=\sum_j\langle\tilde\psi_n|p_j\rangle c_j$. The two quadratic forms are
$$c^\dagger\rho c=\sum_nf_n\Big(\sum_ic_i^*\langle p_i|\tilde\psi_n\rangle\Big)\Big(\sum_j\langle\tilde\psi_n|p_j\rangle c_j\Big)=\sum_nf_n|g_n|^2,$$
$$(u,u)_S=\sum_{ij}c_i^*\langle p_i|S^{-1}|p_j\rangle c_j=c^\dagger Gc .$$
Bessel's inequality and $0\le f_n\le1$ give $0\le c^\dagger\rho c\le c^\dagger Gc$ for every $c$, that is
$$0\le\rho\le G=(O^{-1}+q)^{-1}.$$
The statement concerns quadratic forms. It bounds diagonal elements, $\rho_{ii}\le G_{ii}$, by the choice of $c$ as the $i$-th unit vector. It does not say $\rho_{ij}\le G_{ij}$ for off-diagonal elements: at $\rho=0$ that would fail for any negative $G_{ij}$. For eigenvalues, let $c$ be the normalised top eigenvector of $\rho$; then $\lambda_{\max}(\rho)=c^\dagger\rho c\le c^\dagger Gc\le\lambda_{\max}(G)$. With $c$ the bottom eigenvector of $G$, $\lambda_{\min}(\rho)\le c^\dagger\rho c\le c^\dagger Gc=\lambda_{\min}(G)$.

If the occupations leave the unit interval, the same chain gives $c^\dagger\rho c\le f_{\max}\sum_n|g_n|^2\le f_{\max}\,c^\dagger Gc$ for $f_{\max}>0$, and for $f_{\min}<0$ it gives $c^\dagger\rho c\ge f_{\min}\sum_n|g_n|^2\ge f_{\min}\,c^\dagger Gc$. The bounds scale with the extreme occupations, and $0\le\rho\le G$ is no longer guaranteed for such a scheme, although a particular set of states may still obey it.

### 6. The bound is attained

For a given $c$, take the single state $\tilde\psi=S^{-1}|pc\rangle/\sqrt{c^\dagger Gc}$ with $f=1$. It is normalised, because $(u,u)_S=c^\dagger Gc$. Its projections are $\langle p_i|\tilde\psi\rangle=(Gc)_i/\sqrt{c^\dagger Gc}$, so
$$\rho=\frac{Gc\,c^\dagger G}{c^\dagger Gc},\qquad c^\dagger\rho c=\frac{(c^\dagger Gc)^2}{c^\dagger Gc}=c^\dagger Gc .$$
The bound is reached in the direction $c$. If $Gc=\lambda c$ with $c^\dagger c=1$, then $\rho=\lambda^2cc^\dagger/\lambda=\lambda\,cc^\dagger$, whose non-zero eigenvalue is $\lambda$. One electron is enough to reach $\lambda_{\max}(G)$.

To reach $\rho=G$ as a matrix, let $G^{-1/2}$ be the positive square root of $G^{-1}$ and define $n_p$ states $y=S^{-1}pG^{-1/2}$. Their $S$-overlap matrix is $G^{-1/2}\langle p|S^{-1}SS^{-1}|p\rangle G^{-1/2}=G^{-1/2}GG^{-1/2}=1$. Their projections form the matrix $\langle p_i|y_k\rangle=(GG^{-1/2})_{ik}=(G^{1/2})_{ik}$, and filling all of them gives $\rho=G^{1/2}G^{1/2}=G$. Fewer states cannot do it: each state adds a matrix of rank one to $\rho$, and $G$ has rank $n_p$. Hence no smaller matrix bounds all admissible $\rho$. Since $S^{-1}p=pM^{-1}$, the saturating states are combinations of projectors and lie wholly inside the sphere. They are admissible states; nothing here says that they are low-lying eigenstates of $\tilde H$. For $n_p=1$, $y$ is the state with $\beta=0$ of section 2.

### 7. What depends on the choice of partial waves

Replace the partial waves by linear combinations, $\phi'=\phi A$ and $\tilde\phi'=\tilde\phi A$ with $A$ invertible. The dual projectors in the same span are $p'=pA^{-\dagger}$: the complex conjugate of $(A^{-\dagger})_{ki}$ is $(A^{-1})_{ik}$, so $\langle p'_i|\tilde\phi'_j\rangle=\sum_{kl}(A^{-1})_{ik}\delta_{kl}A_{lj}=\delta_{ij}$. The overlaps become $W'=A^\dagger WA$ and $q'=A^\dagger qA$. In $S$ the matrix between the old projectors is $A^{-\dagger}q'A^{-1}=q$, so $S$ is unchanged. A nonlocal term of $\tilde H$ built from differences of partial-wave matrix elements transforms like $q$, so the states are unchanged too. From $\langle p'_i|=\sum_k(A^{-1})_{ik}\langle p_k|$,
$$\rho'=A^{-1}\rho A^{-\dagger},\qquad G'=A^{-1}GA^{-\dagger}.$$
Unless $A$ is unitary this is not a similarity transformation. For $A=s\cdot1$, every eigenvalue of $\rho$ and of $G$ is divided by $|s|^2$: the ceiling can be pushed below one or raised at will with no change in the physics. An eigenvalue of $\rho$ is a sum over the states of $f_n$ times a squared projection amplitude, and its scale is set by the normalisation of the partial waves. The product $G^{-1}\rho$ does transform by similarity,
$$G'^{-1}\rho'=A^\dagger G^{-1}A\,A^{-1}\rho A^{-\dagger}=A^\dagger\,(G^{-1}\rho)\,A^{-\dagger},$$
and its eigenvalues are invariant. They are those of the Hermitian matrix $N=G^{-1/2}\rho\,G^{-1/2}=G^{1/2}(G^{-1}\rho)G^{-1/2}$. Putting $c=G^{-1/2}d$ in the bound gives $0\le d^\dagger Nd\le d^\dagger d$, so they lie in $[0,1]$. Since $(y_k,\tilde\psi_n)_S=\sum_i(G^{-1/2})_{ki}\langle p_i|\tilde\psi_n\rangle$,
$$N_{kl}=\sum_nf_n\,(y_k,\tilde\psi_n)_S\,(\tilde\psi_n,y_l)_S .$$
$N$ is the density matrix taken in the orthonormal orbitals $y_k$, and this is where the Pauli limit of one per spin orbital holds. Bessel's inequality for the set $y_k$, applied to each normalised $\tilde\psi_n$, gives $\sum_k|(y_k,\tilde\psi_n)_S|^2\le1$, hence $\operatorname{tr}N\le\sum_nf_n$: these occupations cannot add up to more than the number of electrons. For $n_p=1$ and one full state, $N=\rho/G=1-|\beta|^2$.

For positive definite $S$, the occupancy matrix obeys $0\le\rho\le G$, this bound is attained, and it is the eigenvalues of $G^{-1}\rho$, not those of $\rho$, that are limited to $[0,1]$. What remains is to find how large $G$ is for several partial waves, in particular when it has an eigenvalue above one, and to work out the numbers for hydrogen in a cavity.

Numerical values quoted here were computed with a short program.
